# Galvanic dissolution of cobalt liners beside a copper line

## Setting

A damascene copper line has been polished flat and lies under aerated rinse water. In the polished plane, 20 nm of copper is exposed, with a cobalt liner 2 nm wide on each side. The 20 nm does not include the liners. The line belongs to a wide array of long parallel lines with pitch $P=48$ nm, and the surface between lines is inert dielectric.

Copper and cobalt are in electrical contact and no external current flows. Oxygen is reduced on both metals,

$$\mathrm{O_2+2H_2O+4e^-\rightarrow 4OH^-},$$

and, until part (e) examines the point, cobalt is taken to be the only metal that dissolves,

$$\mathrm{Co\rightarrow Co^{2+}+2e^-}.$$

The water is buffered near pH 7 and contains no inhibitor or complexing agent. Current densities are magnitudes per exposed area of the metal named. The gross dissolution density on cobalt is $i_{\rm Co}$, and the cathodic density of oxygen reduction is $i_c$. The widths are $w_{\rm Cu}=20$ nm, $w_{\rm Co}=4$ nm for both liners together, and $w=w_{\rm Cu}+w_{\rm Co}=24$ nm.

Rough data for the water are an oxygen diffusivity $D=2.0\times10^{-5}$ cm²/s, an oxygen concentration $c=0.25$ mmol/L and a diffusion layer of thickness $\delta=50$ µm. The temperature is 298.15 K.

## (a) Charge balance

**Question.** Oxygen reduction has the same density $i_c$ everywhere on the metal. Find $i_{\rm Co}/i_c$ and the net current density on cobalt. Which of these results needs the reduction to be uniform?

**Answer.** The metal cannot accumulate charge in the steady state, so the electrons released by cobalt equal those consumed by oxygen. Per unit length of line,

$$i_{\rm Co}\,w_{\rm Co}=i_c\,(w_{\rm Cu}+w_{\rm Co}).$$

Cobalt appears on both sides because it dissolves and also reduces oxygen. Dividing by $i_c w_{\rm Co}$,

$$\frac{i_{\rm Co}}{i_c}=\frac{w_{\rm Cu}+w_{\rm Co}}{w_{\rm Co}}=\frac{20+4}{4}=6 .$$

The net density on cobalt is the gross dissolution less the local reduction:

$$i_{\rm Co}-i_c=6i_c-i_c=5i_c .$$

This net current leaves cobalt through the solution and enters copper. The two totals agree, since $5i_c\times4\ \mathrm{nm}=i_c\times20\ \mathrm{nm}$. If oxygen were reduced on copper alone, the balance would read $i_{\rm Co}w_{\rm Co}=i_cw_{\rm Cu}$, and the gross ratio would be 5.

Now let the cathodic density vary with position $x$ across the line. The balance becomes

$$i_{\rm Co}\,w_{\rm Co}=\int_{\rm metal} i_c(x)\,dx=\bar i_c\,w ,$$

where $\bar i_c$ is the average over all the metal, and $i_{\rm Co}$ is likewise an average over cobalt. The ratio $i_{\rm Co}/\bar i_c=6$ therefore survives without uniformity. If $i_c$ means the average density on copper, the ratio 6 also requires the average cathodic density to be the same on copper and cobalt. For the net density the roles are reversed. The net current leaving cobalt equals the current entering copper, so the net density is always $w_{\rm Cu}/w_{\rm Co}=5$ times the copper average, whatever the distribution. It equals $5\bar i_c$ only if the two averages are the same. Uniform reduction is sufficient for equal averages, but not necessary.

## (b) The diffusion limit

**Question.** Find the cathodic density when diffusion through the layer sets the oxygen supply, and the corresponding cobalt density.

**Answer.** The layer is about a thousand times thicker than the pitch. Over most of its thickness, diffusion is one-dimensional and does not resolve single lines. If the oxygen concentration at the surface is negligible beside $c$, the molar flux per projected area is $Dc/\delta$. Each molecule takes four electrons, so

$$i_{\rm array}=\frac{4FDc}{\delta},$$

where $F$ is the Faraday constant. With $D=2.0\times10^{-9}$ m²/s and $c=0.25$ mol/m³,

$$i_{\rm array}=\frac{4(96485)(2.0\times10^{-9})(0.25)}{50\times10^{-6}}\ \mathrm{A/m^2}=3.86\ \mathrm{A/m^2}=0.386\ \mathrm{mA/cm^2}.$$

The oxygen arriving over a width $P$ reacts on a width $w$. Hence the limiting density on metal is

$$i_L=i_{\rm array}\frac{P}{w}=0.386\times\frac{48}{24}=0.772\ \mathrm{mA/cm^2}.$$

Part (a) then gives $i_{\rm Co}=6i_L=4.63$ mA/cm². The factor $P/w$ assumes an array much wider than $\delta$; an isolated line collects oxygen from a different region.

## (c) Can a diffusion-limited reaction be uniform?

**Question.** Let the oxygen flux into the metal be $k$ times the local surface concentration, with the same rate constant $k$ on both metals. For what range of $k$ is the reduction both diffusion-limited and nearly uniform? Apply the result to $k=0.30$ cm/s.

**Answer.** Suppose first that the surface concentration has nearly one value $c_s$. The flux into metal is $J=kc_s$. In the steady state, the oxygen consumed per pitch equals that crossing the layer:

$$Jw=P\,\frac{D(c-c_s)}{\delta}.$$

Solving for the concentration drop and inserting $c_s=J/k$ gives

$$c-\frac{J}{k}=\frac{J\delta w}{DP},\qquad
J=\frac{c}{\dfrac1k+\dfrac{\delta w}{DP}} .$$

The two terms in the denominator are resistances in series, one for the reaction and one for the thick layer. Diffusion controls the total when the first is much the smaller:

$$k\gg\frac{DP}{\delta w}=0.0080\ \mathrm{cm/s}.$$

Uniformity is a separate matter, decided over distances of order $w$. To redistribute a flux $J$ over such a distance, diffusion needs a concentration difference $\Delta c\sim Jw/D$. With $J=kc_s$,

$$\frac{\Delta c}{c_s}\sim\frac{kw}{D}.$$

The concentration, and with it the reaction, is therefore nearly uniform when

$$k\ll\frac Dw=8.33\ \mathrm{cm/s}.$$

Both conditions can hold because $\delta\gg P$. Oxygen is strongly depleted across the 50 µm layer, but what remains at the surface is evenly spread over 24 nm.

The chosen $k=0.30$ cm/s lies inside this window. The series formula gives a cathodic density $4FJ=0.752$ mA/cm², which is 97.4% of $i_L$. To see the unevenness, the two-dimensional diffusion problem was solved numerically: the strip was divided into cells of constant flux, the concentration produced by each was written as a cosine series satisfying Laplace's equation, and the reaction law was imposed on every cell. The average over all metal was 0.7517 mA/cm² and that over copper 0.7513 mA/cm². The ratio of cobalt dissolution to the copper average is then 6.004 instead of 6. The dissolution density itself is

$$i_{\rm Co}=6\times0.7517=4.51\ \mathrm{mA/cm^2}.$$

## (d) A very fast surface reaction

**Question.** Now take $k\gg D/w$, so that oxygen vanishes at every point of the metal. What fraction of the oxygen reaches copper, and what happens to the factor found in (a)?

**Answer.** Put $x=0$ at the centre of the line and let $y$ point into the water. Write $a=w/2=12$ nm and $b=w_{\rm Cu}/2=10$ nm. The concentration $C(x,y)$ obeys Laplace's equation with $C=0$ on metal, $|x|<a$, and $\partial C/\partial y=0$ on the dielectric. It repeats with period $P$, and far above the lines its gradient has a uniform value $g$ along $y$.

Let $C$ be the imaginary part of an analytic function $W(z)$ with $z=x+iy$. The Cauchy–Riemann relations give

$$W'(z)=\frac{\partial C}{\partial y}+i\frac{\partial C}{\partial x}.$$

On metal $C$ is constant along $x$, so $W'$ must be real. On the dielectric the normal gradient vanishes, so $W'$ must be imaginary. A function with these properties is

$$W'(z)=g\,\frac{\cos(\pi z/P)}{\sqrt{\sin^2(\pi a/P)-\sin^2(\pi z/P)}} .$$

For real $z=x$, the root is real on metal and imaginary on the dielectric, as required. For $y\to\infty$, numerator and root both tend to $\tfrac12e^{-i\pi z/P}$, so $W'\to g$. Both change sign when $z$ increases by $P$, so their ratio has the right period. At the metal edges the flux diverges as an inverse square root, which is integrable and leaves $C$ finite.

The oxygen flux into metal is thus

$$J(x)=D\,\frac{\partial C}{\partial y}\bigg|_{y=0}=Dg\,\frac{\cos(\pi x/P)}{\sqrt{\sin^2(\pi a/P)-\sin^2(\pi x/P)}} .$$

To integrate over copper, set $t=\sin(\pi x/P)/\sin(\pi a/P)$. Then $\cos(\pi x/P)\,dx=(P/\pi)\sin(\pi a/P)\,dt$, and the factor $\sin(\pi a/P)$ cancels against the root:

$$\int_{-b}^{b}J\,dx=\frac{DgP}{\pi}\int_{-t_b}^{t_b}\frac{dt}{\sqrt{1-t^2}}
=\frac{2DgP}{\pi}\arcsin t_b,\qquad t_b=\frac{\sin(\pi b/P)}{\sin(\pi a/P)} .$$

Over the whole metal $t_b$ is replaced by 1, and the total is $DgP$, the amount arriving from above. The copper share is therefore

$$s=\frac2\pi\arcsin\!\left[\frac{\sin(\pi b/P)}{\sin(\pi a/P)}\right]=0.660 .$$

Uniform reduction would give $20/24=0.833$. The missing part falls on the liners, which occupy the edges where the flux crowds. This limit is approached slowly: the numerical solution gives a share of 0.76 at $kw/D=10$ and 0.68 at $kw/D=100$, where $k$ is already about 830 cm/s. The value 0.660 is best read as a bound on the crowding.

The ratio to the all-metal average is still 6, by charge balance. The copper average is now $0.660\times24/20=0.792$ times the all-metal average, so the ratio to it rises to $6/0.792=7.57$. On cobalt, the reduction density is $(1-0.660)\times24/4=2.04$ times the all-metal average. The net density there falls from $5\bar i_c$ to about $(6-2.04)\bar i_c=3.96\,\bar i_c$.

## (e) Does only cobalt dissolve?

**Question.** Return to $k=0.30$ cm/s. Use rough standard potentials of $-0.28$ V for Co²⁺/Co, $0.34$ V for Cu²⁺/Cu and $0.52$ V for Cu⁺/Cu, all against the standard hydrogen electrode. Give both metals an exchange density $i_0=10^{-3}$ mA/cm² and a Tafel slope $\beta=60$ mV per decade, which are chosen values. Take $7.0\times10^{-6}$ cm²/s for the diffusivity of the metal ions. Find the common potential and decide whether copper dissolves.

**Answer.** The equilibrium potential of cobalt depends on its ions at the surface. In the steady state they leave through the same layer through which oxygen arrives. Two electrons per cobalt ion and four per oxygen molecule give, in the diffusion limit and with ions transported by diffusion alone,

$$2F\frac{D_{\rm ion}c_{\rm Co}}{\delta}=4F\frac{Dc}{\delta},\qquad
c_{\rm Co}=2c\,\frac{D}{D_{\rm ion}}=1.43\ \mathrm{mmol/L}.$$

With activities replaced by concentrations in mol/L, the Nernst equation gives

$$E_{\rm Co}=-0.28\ \mathrm V+\frac{RT}{2F}\ln(1.43\times10^{-3})=-0.364\ \mathrm V.$$

For copper with $10^{-6}$ mol/L of Cu²⁺ at its surface, the same equation gives $E_{\rm Cu}=0.163$ V.

If copper contributes nothing, cobalt must carry 4.51 mA/cm². Its Tafel law $i_{\rm Co}=i_0\,10^{(E-E_{\rm Co})/\beta}$ gives

$$E=E_{\rm Co}+\beta\log_{10}\frac{i_{\rm Co}}{i_0}
=-0.364+0.060\log_{10}(4510)=-0.145\ \mathrm V.$$

This is 0.31 V below the copper equilibrium potential. A numerical root search on the full balance, in which copper was also free to dissolve by its Tafel law, gave the same potential and a copper density of $7.5\times10^{-9}$ mA/cm².

That figure depends on the chosen copper kinetics. An estimate free of them takes the copper ions in equilibrium with the metal at $-0.145$ V, mostly Cu⁺, and lets diffusion remove them to a perfect sink 10 nm away. It gives $3.9\times10^{-6}$ mA/cm², about a millionth of the cobalt density. Copper dissolution is negligible at this potential. The potential itself rests on the chosen cobalt kinetics: with $\beta=120$ mV per decade and $i_0=10^{-4}$ mA/cm² for cobalt, the same formula gives 0.19 V, above $E_{\rm Cu}$, and the conclusion no longer follows. A complexing agent would add dissolved copper complexes to the free ions at a given potential and could also change it.

Hydrogen evolution is also absent from the balance. At pH 7 and 1 bar of hydrogen its equilibrium potential is $-0.414$ V. The metal lies above this, so there is no driving force to produce hydrogen at that pressure.

The relative nobility of the metals matters. Raise the liner's equilibrium potential by 0.5 V, holding the kinetics and the oxygen current fixed. For copper this means that $i_0$ is the exchange density at $10^{-6}$ mol/L of Cu²⁺, and that the dissolution rate at a given potential does not change as copper ions accumulate. The root search then gives a common potential of 0.328 V, at which copper dissolves at 0.579 mA/cm² and the liner at only 2.15 times the cathodic density. The area ratio is unchanged, but the factor six is lost because copper now supplies much of the anodic current. How much it supplies depends on the chosen kinetics; a smaller exchange density for copper would reduce its share. The case is illustrative only: it implies about 0.9 mmol/L of copper ions at the surface, far above the rough solubility of copper hydroxide at pH 7, so real copper would be expected to form an oxide or hydroxide film that the model omits.

## (f) Recession and the limits of the model

**Question.** Find the initial recession speed of cobalt, using a molar mass $M=58.93$ g/mol and a density $\rho=8.9$ g/cm³. How does a 2 nm recess change the ratio? Which neglected effects could matter in a real rinse?

**Answer.** In one second, $i_{\rm Co}/(2F)$ moles dissolve per unit area, and each mole occupies a volume $M/\rho$. Hence

$$v=\frac{i_{\rm Co}M}{2F\rho}
=\frac{(45.1)(0.05893)}{2(96485)(8900)}\ \mathrm{m/s}
=1.55\ \mathrm{nm/s}.$$

At this speed, 2 nm is lost in 1.3 s. The speed belongs to a flat surface under an established diffusion layer. That layer takes a few tenths of a second to form, and if the water starts uniformly aerated, the oxygen supply and the recession are faster during that time, and 2 nm is lost in about 0.9 s. The cobalt-ion profile assumed in (e) needs several seconds to become steady. At 2 nm of recession the surface concentration is about 1.0 rather than 1.43 mmol/L, which lowers $E_{\rm Co}$ by only about 5 mV.

A recess of depth $d$ uncovers a copper sidewall of height $d$ in each of the two slots. If the outer walls are inert and oxygen reaches the new copper equally well, the cathodic width becomes $w+2d$, while the cobalt width stays at 4 nm:

$$\frac{i_{\rm Co}}{i_c}=\frac{24+2\times2}{4}=7 .$$

The higher ratio does not mean much faster dissolution. Multiplying the series formula by the cathodic width gives

$$i_{\rm Co}w_{\rm Co}=\frac{4Fc}{\dfrac{1}{k(w+2d)}+\dfrac{\delta}{DP}} .$$

The dominant second term does not contain $d$. The cobalt density rises only from 4.51 to 4.53 mA/cm². The ratio grows mainly because the same oxygen supply is spread over more metal.

The potential drop in the water is negligible if the water conducts well. For a conductivity of 1 mS/cm, the computed current pattern gives a largest difference of about 1 µV along the metal surface. Compared with a Tafel slope of 60 mV per decade, this cannot make the cobalt dissolution noticeably uneven. The estimate scales inversely with conductivity: about 1 mV at 1 µS/cm and 20 mV at the 0.055 µS/cm of pure water, before dissolved cobalt raises the conductivity. It is only an order of magnitude, because the Debye length, about 3 nm at 1 mS/cm and 100 nm at 1 µS/cm, exceeds the liner width and the solution is not electroneutral on that scale.

Buffering is a real condition. In unbuffered water, four hydroxide ions form per oxygen molecule and must diffuse away. With a rough hydroxide diffusivity $D_{\rm OH}=5.3\times10^{-5}$ cm²/s, and neglecting migration and precipitation,

$$c_{\rm OH}=4c\,\frac{D}{D_{\rm OH}}=0.38\ \mathrm{mmol/L},$$

which corresponds to a surface pH of 10.6. The product $c_{\rm Co}c_{\rm OH}^2=2.0\times10^{-10}$ (mol/L)³ far exceeds a rough solubility product of $10^{-15}$ (mol/L)³ for cobalt hydroxide. These figures suppose an excess of inert salt, since the two concentrations do not balance in charge. Without salt, migration couples the ions, which diffuse as a salt with $3D_{\rm ion}D_{\rm OH}/(2D_{\rm ion}+D_{\rm OH})=1.7\times10^{-5}$ cm²/s. This gives about 0.6 mmol/L of cobalt, 1.2 mmol/L of hydroxide and a pH near 11.1, with a still larger product. A hydroxide film can then form. If it blocks cobalt, the assumed dissolution stops.

The dimensions are of the order found in advanced copper interconnects, but the water is a deliberately unprotected case. Practical cleaning solutions may contain inhibitors or be alkaline, and a surface film can then reduce cobalt dissolution far below 1.55 nm/s; this model does not predict by how much. The rate constant $k$ is also a chosen value. On real surfaces it depends on the potential and on surface films, and it may differ between the two metals. If it is not well above 0.008 cm/s, both densities fall below those found here. Stronger stirring thins the diffusion layer and raises both densities, while their ratio stays at 6 as long as the other assumptions hold. Real lines also have a barrier film outside the liner, treated here as inert. If 1 nm of barrier on each side reduced oxygen as readily as the metals, the ratio would be $26/4=6.5$. The factor six thus belongs to a flat surface with these exposed widths, an inert barrier and cobalt as the only dissolving metal.
